# Why a permanent dipole does not guarantee a linear Stark effect

An HCl molecule has a permanent dipole of about 1.1 D; the numbers below use the value 1.14 D from a density-functional calculation. In a field of 1000 V/cm the energy scale $\mu F$ is 573 MHz, yet the rotational ground level moves by only $-0.174$ MHz, and doubling the field multiplies the shift by four. A model top with a slightly smaller dipole, 1 D, has a level that moves by $-248$ MHz in the same field, and there the shift is nearly proportional to the field. The size of the dipole cannot explain this difference, and a permanent dipole by itself does not give a shift linear in the field.

## The counter-example: HCl in its ground level

Let $F$ be a static field along the space-fixed axis $Z$, $\mu>0$ the magnitude of the dipole fixed in the molecule, and $\theta$ the angle between the dipole and $Z$. Energies are given as frequencies, so $\mu F$ means $\mu F/h$, and angular momenta are in units of $\hbar$. For a rigid linear rotor

$$H=B\,\mathbf J^2-\mu F\cos\theta .$$

Nuclear spin, centrifugal distortion and the electronic polarizability are left out here and below.

The ground state $J=0$ has the constant wavefunction $Y_{00}=1/\sqrt{4\pi}$. All orientations are equally likely, so $\langle\cos\theta\rangle=0$ and there is no first-order shift. The molecule has a dipole, but the dipole has no average direction in space.

For the second order we need the states that the field couples to $Y_{00}$. Since $Y_{10}=\sqrt{3/4\pi}\,\cos\theta$,

$$\cos\theta\,Y_{00}=\frac{\cos\theta}{\sqrt{4\pi}}=\frac{1}{\sqrt3}\,Y_{10}.$$

The one coupled state is $J=1$, $M=0$. It lies $2B$ higher, and the matrix element of the perturbation is $-\mu F/\sqrt3$. Therefore

$$\Delta E=\frac{(\mu F)^2/3}{0-2B}=-\frac{(\mu F)^2}{6B}.$$

The bond length, dipole and equilibrium rotational constant were computed with PBE0/aug-cc-pVTZ, an approximate density-functional level without vibrational averaging. For $^1$H$^{35}$Cl they give $\mu=1.139$ D and $B=314494$ MHz; their convergence with the size of the basis is not established here, so the later digits are not properties of the molecule and are kept only so that the arithmetic can be followed. A dipole of 1 D in a field of 1 V/cm gives $\mu F=0.50341$ MHz, so at 1000 V/cm

$$\mu F=1.139\times0.50341\times1000=573.4\ \text{MHz},$$

$$\Delta E=-\frac{(573.4)^2}{6\times314494}=-0.174\ \text{MHz}.$$

Diagonalizing the rotor matrix gives the same value to the digits shown.

The orientation produced by the field follows from the Hellmann–Feynman relation: for a normalized eigenstate, $dE/dF=\langle dH/dF\rangle=-\mu\langle\cos\theta\rangle$. Hence

$$\langle\cos\theta\rangle=-\frac{dE}{d(\mu F)}=\frac{\mu F}{3B}\approx6\times10^{-4}.$$

The field must first create the orientation on which it then acts. The orientation is proportional to $F$, so the energy is proportional to $F^2$.

## The correct statement

1. If all the field-free states of a level have the same parity, its Stark shift has no term linear in $F$ at zero field, whatever the dipole. Degeneracy in $M$ does not change this.
2. If two states of opposite parity, split by $\Delta$, are coupled by the field with strength $w\propto F$ and are far from all other levels, their energies relative to their midpoint are
$$E_\pm=\pm\sqrt{\frac{\Delta^2}{4}+w^2}.$$
The shift is quadratic for $w\ll\Delta/2$ and linear for $w\gg\Delta/2$.
3. For the pair $\pm K$ of a nearly symmetric top whose dipole lies along the symmetry axis, $w=\mu F|KM|/[J(J+1)]$, and the linear limit is $-\mu FKM/[J(J+1)]$. It requires $KM\neq0$, $w\gg\Delta/2$, and $\mu F$ small compared with the rotational constant that sets the ladder of $J$ levels ($\bar B$ below). Being small beside the spacing to the next $J$ is not enough at high $J$: in a symmetric top with $J=20$, $K=M=1$ and $\mu F=4\bar B$, a tenth of the spacing $40\bar B$, the level has moved only half as far as the linear law says.

## Proof of the first part: parity

Let $P$ invert the positions of all particles. It reverses the dipole vector in space, so $P\cos\theta\,P=-\cos\theta$, while the field-free Hamiltonian is unchanged. Take two field-free states with $P|a\rangle=p_a|a\rangle$, $P|b\rangle=p_b|b\rangle$ and $p=\pm1$. Inserting $P^2=1$ on both sides of the operator,

$$\langle a|\cos\theta|b\rangle=\langle a|P\,(P\cos\theta P)\,P|b\rangle=-p_ap_b\langle a|\cos\theta|b\rangle .$$

The matrix element vanishes unless $p_ap_b=-1$. In a level whose states share one parity, the whole first-order matrix is therefore zero, its diagonal included. The $2J+1$ states that differ only in $M$ are such a set, because a rotation in space turns them into one another and commutes with inversion.

The field conserves $M$. If no other state of the same $M$ is degenerate with $a$, the leading shift is

$$\Delta E_a=-(\mu F)^2\sum_b\frac{|\langle b|\cos\theta|a\rangle|^2}{E_b-E_a},$$

where only states $b$ of opposite parity contribute. This expression needs $\mu F|\langle b|\cos\theta|a\rangle|\ll|E_b-E_a|$. A close neighbour makes the quadratic coefficient large and also makes the quadratic law fail at a lower field.

The same selection rule shows what a slope requires. Split any state in the field into its even and odd parts, $|\psi\rangle=|e\rangle+|o\rangle$. Then $\langle\cos\theta\rangle=2\,\mathrm{Re}\langle e|\cos\theta|o\rangle$, so a level with a sizeable slope $-\mu\langle\cos\theta\rangle$ must be a substantial mixture of both parities.

## The degenerate limit: a symmetric top

Let the dipole lie along the positive symmetry axis, with unit vector $\mathbf n$, and let $K=\mathbf J\cdot\mathbf n$ and $M=J_Z$. Rotations about $\mathbf n$ leave $\mathbf n$ unchanged, so $\cos\theta=n_Z$ conserves $K$. Among the states of given $J$ and $K$, the Wigner–Eckart theorem makes the matrix elements of the vector $\mathbf n$ proportional to those of $\mathbf J$: $\mathbf n\to g\,\mathbf J$. To find $g$, take the scalar product with $\mathbf J$, which does not lead out of this set of states:

$$K=\langle\mathbf n\cdot\mathbf J\rangle=g\,J(J+1)\quad\Rightarrow\quad g=\frac{K}{J(J+1)} .$$

The $Z$ component then gives

$$\langle JKM|\cos\theta|JKM\rangle=\frac{KM}{J(J+1)},\qquad \Delta E=-\mu F\,\frac{KM}{J(J+1)} .$$

This does not contradict the parity argument, because a state with fixed $K\ne0$ has no definite parity. Suppose the molecule has a symmetry plane containing the dipole axis. Inversion equals a reflection in that plane followed by a half-turn about its normal. The reflection leaves the rigid structure unchanged, so inversion acts on the orientation as the half-turn, which reverses $\mathbf n$ and turns $K$ into $-K$. In the ideal symmetric top $+K$ and $-K$ are degenerate, so the oriented states are stationary. The linear effect rests on this degeneracy.

## Lifting the degeneracy

Now make the top slightly asymmetric, with constants $A$, $B$, $C$, the dipole along the $a$ axis, $\bar B=(B+C)/2$ and $B>C$. Writing $B=\bar B+(B-C)/2$ and $C=\bar B-(B-C)/2$,

$$H_{\rm rot}=AJ_a^2+\bar B(J_b^2+J_c^2)+\frac{B-C}{2}(J_b^2-J_c^2).$$

With $J_\pm=J_b\pm iJ_c$ we have $J_+^2+J_-^2=2(J_b^2-J_c^2)$, so the last term is $\frac{B-C}{4}(J_+^2+J_-^2)$. It changes $K$ by two. For $J=1$ it connects $K=-1$ and $K=+1$ through two steps of $\sqrt2$ each, which gives the element $\frac{B-C}{4}\times2=\frac{B-C}{2}$. Both diagonal elements are $A+\bar B$, since $J_b^2+J_c^2=J(J+1)-K^2=1$.

Set $\Delta=B-C$, take $M=+1$, and let $w=\mu F/2$. Measured from $A+\bar B$, the matrix in the order $K=+1,-1$ is

$$\begin{pmatrix}-w&\Delta/2\\ \Delta/2&w\end{pmatrix}.$$

At $F=0$ its eigenstates are $(|{+1}\rangle\pm|{-1}\rangle)/\sqrt2$ with energies $\pm\Delta/2$. These are the parity states. Each has $\langle\cos\theta\rangle=\frac12(\frac12-\frac12)=0$, while the element between them is $\frac12(\frac12+\frac12)=\frac12$. With the field on,

$$(-w-E)(w-E)-\frac{\Delta^2}{4}=0\quad\Rightarrow\quad E^2=w^2+\frac{\Delta^2}{4},$$

which is the doublet formula. Any other isolated pair $\pm K$ split by $\Delta$ has the same matrix with its own $w$, once the relative phase of the two states is chosen to make the off-diagonal element positive. For $M<0$ the two diagonal elements change places and the energies are the same.

## From quadratic to linear

Let $x=2w/\Delta$ and $r=\sqrt{1+x^2}$. The outward shift of each component is

$$s=\sqrt{\frac{\Delta^2}{4}+w^2}-\frac{\Delta}{2}=\frac{\Delta}{2}(r-1).$$

For small $x$, $r-1\approx x^2/2$ and $s\approx w^2/\Delta$. For large $x$, $r\approx x+1/(2x)$, so $E_\pm\approx\pm[w+\Delta^2/(8w)]$. The local power of the field follows from $dr/dx=x/r$ and $x^2=r^2-1$:

$$\frac{d\ln s}{d\ln F}=\frac{x}{r-1}\,\frac{x}{r}=\frac{(r-1)(r+1)}{r(r-1)}=1+\frac1{\sqrt{1+x^2}} .$$

It falls smoothly from 2 to 1. At $x=1$, the natural crossover, it is 1.707.

The lower level has energy $-\sqrt{\Delta^2/4+w^2}$. With $w=\kappa\mu F$ and $\kappa=|KM|/[J(J+1)]$, the Hellmann–Feynman relation gives

$$\langle\cos\theta\rangle=\kappa\,\frac{w}{\sqrt{\Delta^2/4+w^2}}=\kappa\,\frac{x}{\sqrt{1+x^2}} .$$

The orientation grows with $F$ and then saturates at $\kappa$. The shift becomes linear when the orientation stops growing.

The model top has the round parameters $\mu=1$ D, $A=120000$ MHz, $\bar B=10000$ MHz and $\Delta=10$ MHz. For $J=|K|=|M|=1$, $w$ grows by $0.50341/2=0.25171$ MHz per V/cm, and the crossover field is

$$F_\times=\frac{10}{2\times0.25171}=19.86\ \text{V/cm}.$$

The table comes from diagonalizing the rotor matrix with $J$ up to 6. Here $s$ is half the growth of the doublet spacing, and $\langle\cos\theta\rangle$ belongs to the lower level.

| $F$ (V/cm) | $s$ (MHz) | power | $\langle\cos\theta\rangle$ |
|---:|---:|---:|---:|
| 2.00 | 0.0253 | 1.995 | 0.050 |
| 10.00 | 0.598 | 1.893 | 0.225 |
| 19.864 | 2.071 | 1.707 | 0.354 |
| 50.00 | 8.542 | 1.369 | 0.465 |
| 200.00 | 45.59 | 1.099 | 0.498 |
| 1000.00 | 246.75 | 1.020 | 0.504 |

The numerical check confirms the formula for $s$ within a relative tolerance of $10^{-4}$ at these fields. It also varies the splitting while holding the dipole and the field fixed. At 20 V/cm, $s$ is 4.56, 2.10 and 0.253 MHz for $\Delta=1$, 10 and 100 MHz.

## Where the linear law ends

At 1000 V/cm the two levels lie at $-252.702$ and $+250.801$ MHz from the zero-field midpoint, whereas the doublet formula gives $\mp251.755$ MHz. The difference is mostly a common downward shift caused by $J=2$, which lies $\bar B(6-2)=4\bar B$ higher at the same $K$.

Its strength follows from the mean square of $\cos\theta$. For $J=K=M=1$ the amplitude in $\theta$ is that of two parallel spins one-half, $\cos^2(\theta/2)=(1+c)/2$ with $c=\cos\theta$. The normalized density in $c$ is $\frac38(1+c)^2$, and

$$\langle c^2\rangle=\frac38\int_{-1}^{1}c^2(1+2c+c^2)\,dc=\frac38\left(\frac23+\frac25\right)=0.4 .$$

Acting on this state, $\cos\theta$ leads to $J=1$ and $J=2$ alone, since $J=0$ cannot have $K=1$. The $J=1$ part contributes $(1/2)^2=0.25$, leaving $0.15$ for $J=2$. The state with $K=-1$ gives the same value, with $c$ replaced by $-c$. Both components therefore move by

$$-\frac{0.15\,(\mu F)^2}{4\bar B}=-\frac{0.15\times(503.41)^2}{40000}=-0.950\ \text{MHz},$$

neglecting $\Delta$ beside $4\bar B$. This admixture also lifts $\langle\cos\theta\rangle$ slightly above $1/2$ in the last row: minus the derivative of this shift with respect to $\mu F$ is $0.30\,\mu F/(4\bar B)=0.004$. The linear law thus holds in a window, with $w$ well above $\Delta/2$ and $\mu F$ well below $\bar B$.

Near-degeneracy is not sufficient either. For $M=0$ the element $KM/[J(J+1)]$ vanishes, and the two parity states do not couple to each other. At 1000 V/cm their spacing is still 10.001 MHz, and both have moved by $-1.267$ MHz, a shift that is quadratic in the field.

What counts as "near" is set by the field. In the rigid-rotor model of HCl, $\mu F$ reaches the spacing $2B$ at about $1.1\times10^6$ V/cm. For $\mu F\gg B$ the lowest state of a linear rotor is confined to small $\theta$, where $-\mu F\cos\theta\approx-\mu F+\mu F\theta^2/2$. The motion is then a two-dimensional oscillator. One dimension with Hamiltonian $Bp^2+(\mu F/2)q^2$ has zero-point energy $\sqrt{B\mu F/2}$, so for two dimensions

$$E\approx-\mu F+\sqrt{2B\mu F},\qquad \langle\cos\theta\rangle=-\frac{dE}{d(\mu F)}\approx1-\sqrt{\frac{B}{2\mu F}} .$$

At $\mu F/B=400$ this gives 0.9646, in agreement with diagonalization. This value describes the model rotor: for HCl it would need about $2.2\times10^8$ V/cm, a field at which the neglected electronic polarizability cannot be assumed small. The leading shift is now linear, because the field strongly mixes rotor levels of opposite parity. At 1000 V/cm HCl is far from this regime: $\mu F$ is about a thousandth of $2B$. In the model top at the same field, $w$ is about 25 times $\Delta$.

## Numbers as computed

```
mu F/h for 1 D and 1 V/cm: 0.50341 MHz
HCl, PBE0/aug-cc-pVTZ, 1H and 35Cl
  masses: 1.007825 u, 34.968853 u
  bond length: 1.2808 angstrom
  dipole: 1.139 D
  rotational constant B: 314494 MHz
  J=0 to J=1 spacing 2B: 628987 MHz
  mu F at 1000 V/cm: 573.4 MHz
  J=0 shift, diagonalization: -0.1742 MHz
  J=0 shift, second order: -0.1742 MHz
  shift ratio on doubling the field: 4.0000
  field where mu F = 2B: 1.097e+06 V/cm
Model top, J=1, |K|=1
  dipole: 1.0 D, A: 120000 MHz
  (B+C)/2: 10000 MHz, Delta=B-C: 10.0 MHz
  |<cos>| in zero-field parity states: below 1e-6: True
  |<cos>| between the two parity states: 0.5000
  w per V/cm for |M|=1: 0.25171 MHz
  crossover field (2w=Delta): 19.86 V/cm
s = half the growth of the doublet spacing, |M|=1
<cos> and K=+1 weight: lower state, M=+1
F(V/cm) w(MHz) 2w/Delta s_full(MHz) s_formula(MHz) exponent <cos> wt(K=+1)
    2.00    0.5034   0.1007    0.02528    0.02528  1.9950  0.0501  0.5501
   10.00    2.5171   0.5034    0.59782    0.59782  1.8932  0.2249  0.7248
   19.86    5.0000   1.0000    2.07107    2.07107  1.7071  0.3536  0.8536
   50.00   12.5853   2.5171    8.54214    8.54214  1.3692  0.4649  0.9647
  200.00   50.3412  10.0682   45.58883   45.58886  1.0988  0.4983  0.9976
 1000.00  251.7058  50.3412  246.75150  246.75548  1.0198  0.5037  0.9999
w^2/Delta at 2 V/cm: 0.02534 MHz
w+Delta^2/(8w) at 1000 V/cm: 251.7555 MHz
Same dipole, F = 20 V/cm, different splitting:
  Delta =   1.0 MHz: s = 4.5589 MHz
  Delta =  10.0 MHz: s = 2.0952 MHz
  Delta = 100.0 MHz: s = 0.2528 MHz
At 1000 V/cm, relative to the zero-field doublet centre:
  |M|=1 lower level: -252.702 MHz
  |M|=1 upper level: 250.801 MHz
  linear limit -mu F K M/(J(J+1)), KM=+1: -251.706 MHz
  common quadratic shift, |M|=1: -0.950 MHz
  common quadratic shift, M=0: -1.267 MHz
  M=0 doublet spacing: 10.001 MHz
|top lower-level shift / HCl shift|, same field: 1422
Linear rotor at mu F/B = 400: <cos> = 0.9646, limit formula 0.9646
```
